# Ground-Band Hopping in a Sinusoidal Lattice: Asymptotics and First Correction

## Result

A particle of mass $m$ moves in the potential $V(x)=sE_R\sin^2(kx)$, where $E_R=\hbar^2k^2/2m$ is the recoil energy. For a deep lattice the nearest-neighbour hopping of the ground band is

$$\frac{J}{E_R}=\frac{4}{\sqrt\pi}\,s^{3/4}e^{-2\sqrt s}\left[1-\frac{7}{16\sqrt s}+O\!\left(\frac1s\right)\right].$$

The factor before the bracket is the leading estimate. At $s=10$ it gives $0.0227\,E_R$, while the Mathieu value is $0.0192\,E_R$: the estimate is 18.5% too high, relative to the Mathieu value. With the first correction the excess is 2.1%. The relative error of the estimate falls only as $1/\sqrt s$, so a lattice must be very deep before the leading term alone is accurate.

## Hopping, band width and Mathieu's equation

Energies are measured in $E_R$ and position by $z=kx$. Wells lie at $z=0,\pm\pi,\dots$, barrier tops halfway between them. With $g=\sqrt s$, the Schrödinger equation is

$$-\psi''+g^2\sin^2 z\,\psi=E\psi. \tag{1}$$

Let $\kappa$ be the phase gained by a Bloch state from one well to the next. The ground-band energy is even and periodic in $\kappa$, so it has the cosine series

$$E(\kappa)=\varepsilon_0-2\sum_{n\ge1}J_n\cos n\kappa. \tag{2}$$

The Wannier state on site $j$ is the sum of the Bloch states with weights $e^{-i\kappa j}$, divided by the square root of their number. The Hamiltonian element between Wannier states $n$ sites apart is therefore the average of $E(\kappa)e^{-i\kappa n}$ over the band, which is $-J_n$. The hopping is $J=J_1$.

At a given energy, a second-order equation has at most two independent Bloch solutions, and these carry $\kappa$ and $-\kappa$. Hence $E(\kappa)$ takes no value twice on $0\le\kappa\le\pi$. It is monotonic there, and the band edges are at $0$ and $\pi$. The width follows from (2):

$$W=E(\pi)-E(0)=2\sum_n J_n\left[1-(-1)^n\right]=4(J_1+J_3+\dots). \tag{3}$$

So $W/4$ equals $J$ apart from hopping over three, five or more sites. In a deep lattice these terms are much smaller, because each requires passage through more barriers.

To identify the edges with tabulated functions, use $\sin^2z=(1-\cos2z)/2$ and set $z=t-\pi/2$, which gives $\cos2z=-\cos2t$. Equation (1) becomes

$$\frac{d^2\psi}{dt^2}+\left[E-\frac s2-\frac s2\cos2t\right]\psi=0.$$

This is Mathieu's equation, $y''+(a-2q\cos2t)y=0$, with $a=E-s/2$ and $q=s/4$. The lowest periodic solution has $a=a_0(q)$ and the lowest antiperiodic one has $a=b_1(q)$. Thus $W=b_1(q)-a_0(q)$; the offset $s/2$ cancels.

## An identity for the width

Let $\psi_0$ and $\psi_1$ be the real lower and upper edge states, with energies $E_0$ and $E_1$. Both are even about the well centre $z=0$. For $\psi_1$, the alternative is a node at the well centre, which belongs to the next vibrational level.

Their behaviour at the barrier top follows from translation. Since $\psi_0(z+\pi)=\psi_0(z)$, we have $\psi_0(\pi-z)=\psi_0(-z)=\psi_0(z)$: this state is even about $\pi/2$ and has zero slope there. Since $\psi_1(z+\pi)=-\psi_1(z)$, the same argument makes $\psi_1$ odd about $\pi/2$, so it vanishes there.

Using (1) for both states,

$$\frac{d}{dz}\left(\psi_1\psi_0'-\psi_0\psi_1'\right)=\psi_1\psi_0''-\psi_0\psi_1''=(E_1-E_0)\psi_0\psi_1,$$

because the potential terms cancel. Integrate from $0$ to $\pi/2$. Both slopes vanish at the lower limit; at the upper limit $\psi_0'=0$ and $\psi_1=0$. What remains is

$$W=\frac{-\psi_0(\pi/2)\,\psi_1'(\pi/2)}{\int_0^{\pi/2}\psi_0\psi_1\,dz}. \tag{4}$$

No approximation has been made. The identity turns a small difference of two energies into a product of two small quantities at the barrier top, each of which can be found with a small relative error.

## The wave function of one well

Consider a state $\varphi$ centred at $z=0$ that decays into the barrier on its right. Write $\varphi=e^{-gS(z)}u(z)$. Then

$$\varphi''=e^{-gS}\left[u''-2gS'u'-gS''u+g^2S'^2u\right],$$

and (1) becomes

$$g^2(\sin^2z-S'^2)u+g(2S'u'+S''u)-u''=Eu. \tag{5}$$

For large $g$ expand

$$E=g\,\epsilon+E^{(1)}+O(1/g),\qquad u=u_0\left(1+\frac{v}{g}+\dots\right).$$

There is no term of order $g^2$ in the energy because the state sits near the bottom of the well, where the potential vanishes.

**Order $g^2$.** We need $S'^2=\sin^2z$. Decay for $0<z<\pi$ selects $S'=\sin z$, and with $S(0)=0$ this gives $S=1-\cos z$.

**Order $g$.** With $S''=\cos z$,

$$2\sin z\,u_0'+\cos z\,u_0=\epsilon u_0.$$

At $z=0$ the first term vanishes for a regular function. The ground state has $u_0(0)\ne0$, hence $\epsilon=1$, the zero-point energy of the harmonic well. Then

$$\frac{u_0'}{u_0}=\frac{1-\cos z}{2\sin z}=\frac12\tan\frac z2,\qquad u_0=\frac{1}{\cos(z/2)}.$$

Near the centre, $1-\cos z\approx z^2/2$ and $u_0\approx1$, so $\varphi$ is a Gaussian with $\varphi^2\propto e^{-gz^2}$. Its norm integral is $\sqrt{\pi/g}$. The normalized leading form is

$$\varphi(z)=\left(\frac g\pi\right)^{1/4}\frac{e^{-g(1-\cos z)}}{\cos(z/2)}. \tag{6}$$

One expression covers both the well and the barrier, so no separate matching at a turning point is needed. It fails near the next well, $z=\pi$, where the denominator vanishes; it is needed here only up to the barrier top and slightly beyond.

## The leading estimate

The mirror image $\varphi(\pi-z)$ solves the same equation in the barrier. The edge states have definite parity about $\pi/2$, so there

$$\psi_0=\varphi(z)+\varphi(\pi-z),\qquad \psi_1=\varphi(z)-\varphi(\pi-z).$$

The coefficient of $\varphi(z)$ is one if each edge state is normalized to one over a single well, $-\pi/2<z<\pi/2$. The errors in this statement come from the tail cut off at the barrier top, the mirror term inside the well and the energy shift of order $W$. All are exponentially small in $g$, and they are dropped.

At the barrier top the values add in $\psi_0$. In $\psi_1$ the slopes add, since the derivative of $-\varphi(\pi-z)$ is $+\varphi'(\pi-z)$:

$$\psi_0(\pi/2)=2\varphi(\pi/2),\qquad \psi_1'(\pi/2)=2\varphi'(\pi/2).$$

The overlap in (4) covers half a well and equals $1/2$ to the same accuracy. Therefore

$$W=-8\,\varphi(\pi/2)\varphi'(\pi/2). \tag{7}$$

From (6), with $\cos(\pi/4)=1/\sqrt2$,

$$\varphi(\pi/2)^2=2\sqrt{\frac g\pi}\,e^{-2g},\qquad \varphi'(\pi/2)\approx-g\,\varphi(\pi/2).$$

Hence

$$J\approx\frac W4=2g\,\varphi(\pi/2)^2=\frac{4}{\sqrt\pi}g^{3/2}e^{-2g}=\frac{4}{\sqrt\pi}s^{3/4}e^{-2\sqrt s}.$$

The exponent is the integral of the leading decay rate from one well to the next, $\int_0^\pi g\sin z\,dz=2g$. The power of $s$ combines the slope at the barrier, which supplies $g$, with the normalization of the Gaussian, which supplies $g^{1/2}$.

## The first correction

**Energy and amplitude function.** At order $g^0$, equation (5) gives

$$2\sin z\,(u_0v)'+\cos z\,u_0v-u_0''=u_0v+E^{(1)}u_0.$$

The equation for $u_0$ removes every term in which $v$ is not differentiated:

$$2\sin z\,v'=\frac{u_0''}{u_0}+E^{(1)}. \tag{8}$$

Put $\theta=z/2$. From $u_0=\sec\theta$ we get $u_0'=\tfrac12\sec\theta\tan\theta$ and

$$\frac{u_0''}{u_0}=\frac14(\tan^2\theta+\sec^2\theta)=\frac14(2\sec^2\theta-1).$$

At $z=0$ this equals $1/4$, while the left side of (8) vanishes. So $E^{(1)}=-1/4$ and the level is $E=g-1/4+O(1/g)$. The negative sign reflects the softening of the sinusoidal well away from its centre. Now

$$v'=\frac{\tfrac12(\sec^2\theta-1)}{2\sin z}=\frac{\tan^2\theta}{8\sin\theta\cos\theta}=\frac18\tan\theta\sec^2\theta.$$

Since $dv/d\theta=2v'$, integration gives

$$v=\frac18\tan^2\frac z2.$$

The constant is set to zero, because it can be absorbed in the normalization. At the barrier top $v=1/8$.

**Normalization.** The norm integral is dominated by $z\sim g^{-1/2}$. To the order needed,

$$e^{-2g(1-\cos z)}\approx e^{-gz^2}\left(1+\frac{gz^4}{12}\right),\qquad \frac1{\cos^2(z/2)}\approx1+\frac{z^2}{4}.$$

The term $v/g$ contributes only at order $1/g^2$, because $v\propto z^2$ near the centre. With the Gaussian averages $\langle z^2\rangle=1/(2g)$ and $\langle z^4\rangle=3/(4g^2)$, the integral is

$$\sqrt{\frac\pi g}\left[1+\frac1{16g}+\frac1{8g}\right]=\sqrt{\frac\pi g}\left[1+\frac3{16g}\right].$$

The normalized amplitude therefore gains the factor $1-3/(32g)$.

**Value at the barrier top.** This factor combines with $1+v/g=1+1/(8g)$:

$$1+\frac1{8g}-\frac3{32g}=1+\frac1{32g}.$$

**Slope at the barrier top.** The logarithmic derivative is

$$\frac{\varphi'}{\varphi}=-g\sin z+\frac12\tan\frac z2+O\!\left(\frac1g\right)\;\longrightarrow\;-g\left(1-\frac1{2g}\right)\quad\text{at }z=\frac\pi2.$$

The slope is this times the value, so its correction factor is

$$1+\frac1{32g}-\frac1{2g}=1-\frac{15}{32g}.$$

**Product.** Equation (7) multiplies value and slope:

$$1+\frac{1}{32g}-\frac{15}{32g}=1-\frac7{16g}.$$

This completes the result stated at the start. The main contribution has a simple origin. The leading estimate takes the decay rate at the barrier top as $g$, as if the level lay at the bottom of the well. The level is higher by about $g$, so the rate is $\sqrt{g^2-g}\approx g-\tfrac12$. The changes in amplitude and norm, $+1/(8g)$ and $-3/(32g)$, largely cancel in the value.

The three coefficients were tested on numerically computed edge states at $s=400$ and $1600$, that is $g=20$ and $40$. For each quantity let $f(g)$ be $g$ times the relative deviation from its leading form. The combination $2f(40)-f(20)$ removes the next term of the expansion. It gives $0.0310$ for the value, $-0.4684$ for the slope and $-0.4374$ for the hopping. The derived coefficients are $1/32=0.03125$, $-15/32=-0.46875$ and $-7/16=-0.4375$.

## The error at ten recoils

For $s=10$, $g=3.16228$, $s^{3/4}=5.62341$ and $e^{-2g}=1.79176\times10^{-3}$. The estimate is

$$J_{\rm est}=2.25676\times5.62341\times1.79176\times10^{-3}\,E_R=0.02274\,E_R.$$

The Mathieu values at $q=2.5$ are $a_0=-2.153078$ and $b_1=-2.076332$, so

$$\frac W4=\frac{-2.076332+2.153078}{4}\,E_R=0.01919\,E_R.$$

The ratio is $1.185$. The correction factor $1-7/(16g)=0.8617$ lowers the estimate to $0.01959\,E_R$, which is 2.1% above the Mathieu value.

The use of $W/4$ as the reference is harmless here. The Fourier coefficient of the band gives $J_1=0.019182\,E_R$, and a direct integral with neighbouring Wannier functions gives the same number. The difference from $W/4=0.019187\,E_R$ is accounted for by $J_3=4.3\times10^{-6}\,E_R$. Hopping over two sites is larger than $J_3$ in magnitude: $J_2=-2.3\times10^{-4}\,E_R$, or 1.2% of $J_1$ in magnitude. It changes the shape of the band but cancels from the width, as (3) shows.

Identity (4) lets the error be divided among its sources. Relative to their leading forms, the computed value at the barrier top is $1.0055$, the slope $0.8368$ and the overlap $0.9972$. Together,

$$\frac{J_{\rm Mathieu}}{J_{\rm est}}=\frac{1.0055\times0.8368}{0.9972}=0.844.$$

Nearly all of the error is in the slope, as the expansion predicts. The exponentially small terms dropped from the overlap amount to 0.3%. That figure refers to the overlap alone. The value factor is $1.0055$, $1.0129$ and $1.0080$ at $s=10$, $20$ and $40$, against $1.0099$, $1.0070$ and $1.0049$ from the first correction. At $s=10$ its closeness to one is therefore partly a cancellation among further terms.

## Other depths and the shallow limit

| $s$ | Mathieu $J/E_R$ | error of estimate | error after correction |
|---|---|---|---|
| 5 | 0.0661 | +30.5% | +5.0% |
| 10 | 0.0192 | +18.5% | +2.1% |
| 20 | 0.00249 | +11.8% | +0.85% |
| 40 | 0.000107 | +7.8% | +0.37% |

The Mathieu column is $W/4$, and errors are relative to it. At $s=5$ it already differs from $J_1=0.0658\,E_R$, against which the two errors are +31.1% and +5.4%; in the other rows the digits shown are the same for both references. In the asymptotic regime, doubling $s$ should divide the first error by $\sqrt2$ and the second by $2$. Between $s=20$ and $40$ the first falls by a factor of $1.50$ and the second by about $2.3$. Both are somewhat faster than the limiting laws, so higher terms still contribute at these depths.

The opposite limit shows where the method fails. For $s\to0$ the ground band is the free-particle energy $E=\kappa^2/\pi^2$ on $-\pi<\kappa<\pi$. Its width is $1$, so $W/4=1/4$. The hopping itself is

$$J_1=-\frac1\pi\int_0^\pi\frac{\kappa^2}{\pi^2}\cos\kappa\,d\kappa=-\frac{1}{\pi^3}(-2\pi)=\frac2{\pi^2}\approx0.203.$$

Long-range hopping is then important, and $W/4$ is no longer a good value for $J_1$. The estimate, by contrast, tends to zero as $s\to0$. It even rises with depth up to $\sqrt s=3/4$, whereas the true width falls from the start. To first order in $s$, the waves $e^{\pm iz}$ are coupled by $-s/4$, so the upper edge is $1+s/2-s/4$. The lower edge is $s/2$, and $W=1-s/4$. The estimate has no meaning in this regime, because no state is confined to a single well.

## Inferring a depth from a hopping rate

Differentiating the logarithm of the estimate gives

$$\frac{d\ln J}{d\ln s}=\frac34-\sqrt s,$$

which is $-2.41$ at $s=10$; the Mathieu values give $-2.30$. A small relative error in depth is thus more than doubled in the hopping. Conversely, in a deep lattice an error in the hopping formula is reduced when the formula is used to find a depth. If the true hopping at $s=10$ is inserted in the estimate and the equation is solved for $s$, the deep-lattice solution is $10.7$. The inferred depth is 7% too high, although the hopping formula is wrong by 18.5%.

## Cesium in a 1064 nm lattice

For cesium in a lattice made with 1064 nm light, the site spacing is 532 nm and $E_R/h=1326$ Hz. At $s=10$ the Mathieu hopping is $J/h=25.4$ Hz, against 30.2 Hz from the estimate. Real lattices depart from the assumption of uniform, known depth: a 1% change in depth moves $J$ by about 2.3%. Photon scattering and laser noise are left out of the model and are not sized here.

Other neglected effects mainly alter the motion that $J$ describes. A strong tilt or a strong interaction also shifts the effective hopping itself, by several percent or more.

- **Temperature.** The gap to the second band is $4.57\,E_R$, equivalent to 291 nK. Atoms well below this temperature mostly occupy the ground band. The band width corresponds to only 4.9 nK, so a non-degenerate gas between these temperatures is spread over all quasimomenta. A Bose-condensed gas is different: it can keep a large fraction of its atoms near $\kappa=0$ even when $k_BT$ exceeds the band width.
- **Gravity.** In a vertical lattice, neighbouring sites differ in energy by $h\times1738$ Hz, or $68J$. Hopping is then far from resonance: within the ground band and to first order, the admixture of a neighbouring site has amplitude $1/68$. The tilt, $1.31\,E_R$ per site, also mixes in higher bands with amplitude about $0.04$, and with these included the neighbour amplitude is about $1/74$. A nominally horizontal lattice reaches an offset equal to $J$ at a tilt of $0.84^\circ$.
- **Residual trap.** In a harmonic trap of frequency $\omega/2\pi=10$ Hz, the offset between neighbours $j$ sites from the centre is about $m\omega^2d^2j$, with $d$ the spacing. It equals $J$ at $j\approx68$. The accumulated trap energy $\tfrac12m\omega^2d^2j^2$ reaches the band width $4J$ sooner, at $j\approx\sqrt{8\times68}\approx23$. A uniform band is a fair description only well inside this shorter distance.
- **Interactions.** Suppose the lattice has the same depth along three axes. A contact interaction with scattering length $a$ has strength $4\pi\hbar^2a/m$. Two atoms on one site then repel with energy $U/E_R=8\pi ka\,I^3$, where $I=\int w^4dz=0.648$ for the Wannier function $w(z)$. Setting $U=J$ gives $a=0.48$ nm. Keeping $|a|$ well below this value, or the sites sparsely filled, reduces the effect of interactions. In a condensate even a weak interaction can still change the long-wavelength excitations strongly. The interaction also adds a density-dependent hopping of about $0.0034\,U\,(n_i+n_j-1)$ between neighbouring sites with occupations $n_i$, $n_j$; with one atom per site this is 4% of $J$ at $a=5.3$ nm and 11% at $16$ nm. In cesium, $a$ can be tuned with a magnetic field.

The values of the main calculation are in the numerical output that follows.

## Calculated quantities

```
depth s = 10 E_R; sqrt(s) = 3.16228; q = 2.50
s^(3/4) = 5.62341; exp(-2 sqrt s) = 1.791763e-03
4/sqrt(pi) = 2.25676
Mathieu a0 = -2.153078
Mathieu b1 = -2.076332
band bottom = 2.846922 E_R
band top = 2.923668 E_R
sqrt(s) - 1/4 = 2.912278 E_R
band width W = 0.076747 E_R
J estimate = 0.022739 E_R
J Mathieu (W/4) = 0.019187 E_R
estimate error = +18.51 %
correction factor 1-7/(16 sqrt s) = 0.86165
J corrected = 0.019593 E_R; error = +2.12 %
J1 from band Fourier = 0.019182 E_R
J1 from Wannier functions = 0.019182 E_R
estimate error against J1 = +18.54 %
J2 = -2.272e-04 E_R; J3 = 4.255e-06 E_R
|J2/J1| = 1.18 %
true/leading factors at s = 10:
  barrier amplitude = 1.0055
  barrier slope = 0.8368
  overlap divided by 1/2 = 0.9972
  resulting J Mathieu/estimate = 0.8438
deep-lattice coefficients of 1/sqrt(s), extrapolated:
  amplitude 0.03100 (formula 0.03125)
  slope -0.46842 (formula -0.46875)
  hopping -0.43735 (formula -0.43750)
s | estimate E_R | Mathieu E_R | error % | corrected error %
5 | 8.6196e-02 | 6.6053e-02 | +30.50 | +4.96
10 | 2.2739e-02 | 1.9187e-02 | +18.51 | +2.12
20 | 2.7849e-03 | 2.4914e-03 | +11.78 | +0.85
40 | 1.1524e-04 | 1.0687e-04 | +7.83 | +0.37
dlnJ/dlns: Mathieu -2.304, estimate -2.412
depth inferred by inverting estimate = 10.713 E_R
Cs mass = 132.905 u; wavelength = 1064 nm
site spacing = 532 nm
recoil E_R/h = 1326.0 Hz
J/h: estimate 30.15 Hz, Mathieu 25.44 Hz
gap to second band = 4.5723 E_R
gap/k_B = 291.0 nK; W/k_B = 4.88 nK
gravity step m g d/h, vertical = 1737.7 Hz
gravity step / J = 68.3
tilt from horizontal with step = J: 0.84 degrees
10 Hz trap: step = J at 68 sites off centre
integral of w^4 dz = 0.6479
scattering length with U = J: 0.475 nm
```
